# When Does an Isolated Polar Slab Screen Itself?

**Question.** A wide insulating slab stands in vacuum without electrodes. Its polarization is 0.2 C/m² (20 µC/cm²) along the surface normal, its relative permittivity is 25 and its band gap is 5.5 eV. Above what thickness does it pay to move electrons from one face to the other, leaving holes behind, so that the slab screens its own polarization? How does this thickness scale, and how far can the estimate be trusted?

**Answer.** The word "polarization" has to be fixed first. Let \(P_s\) be the polarization at zero electric field, taken as frozen, and let the rest of the response be linear:
\[
D=\varepsilon_0\varepsilon_r E+P_s ,\qquad P_s=0.2\ \mathrm{C/m^2}.
\]
The slab fills \(0<z<d\), is much wider than \(d\), forms a single domain, and has \(P_s\) along \(+z\). The positive bound charge then sits at \(z=d\).

**The field**

Suppose a charge \(\sigma\) per area has been transferred: electrons give \(-\sigma\) at \(z=d\), and holes give \(+\sigma\) at \(z=0\). The slab is neutral and no external field is applied, so \(D=0\) outside. Gauss's law at the upper face reads \(0-D=-\sigma\), hence \(D=\sigma\) inside and
\[
E=-\frac{P_s-\sigma}{\varepsilon_0\varepsilon_r}.
\]
The minus sign says that the field opposes the polarization. Before any transfer its magnitude is
\[
F=\frac{P_s}{\varepsilon_0\varepsilon_r}=9.04\ \mathrm{MV/cm}=0.9035\ \mathrm{V/nm},
\]
whatever the thickness. The total polarization is then \(P_s+\varepsilon_0(\varepsilon_r-1)E=P_s/\varepsilon_r\), or 0.80 µC/cm². The quoted 20 µC/cm² is therefore not what remains in the open-circuit slab. If it were, the field would be \(P/\varepsilon_0\) and the threshold found below would become \(\varepsilon_0E_g/(eP)=0.24\) nm, too thin for a continuum description.

**The threshold**

The potential rises by \(Fd\) from \(z=0\) to \(z=d\), so the energy of an electron falls by \(eFd\). Taking an electron from the valence edge at the negative face to the conduction edge at the positive face costs \(E_g-eFd\). This vanishes at
\[
d_c=\frac{E_g}{eF}=\frac{\varepsilon_0\varepsilon_rE_g}{eP_s}
=\frac{5.5\ \mathrm{eV}}{0.9035\ \mathrm{eV/nm}}\approx 6.1\ \mathrm{nm}\quad(115\ \mathrm{bohr}).
\]
The threshold is proportional to the gap and the permittivity, and inversely proportional to the polarization. With the other parameters fixed, it moves by 1.1 nm per eV of gap.

The energy per area shows what happens beyond the threshold. Write \(Q=P_s-\sigma\), and let \(P_i\) be the induced polarization. The elastic energy of the linear response plus the field energy, per volume, is
\[
\frac{P_i^2}{2\varepsilon_0(\varepsilon_r-1)}+\frac{(Q+P_i)^2}{2\varepsilon_0}.
\]
Setting its derivative with respect to \(P_i\) to zero gives \(P_i=-(\varepsilon_r-1)Q/\varepsilon_r\), so \(Q+P_i=Q/\varepsilon_r\). Inserting both, the sum is
\[
\frac{Q^2}{2\varepsilon_0\varepsilon_r^2}\left[(\varepsilon_r-1)+1\right]=\frac{Q^2}{2\varepsilon_0\varepsilon_r}.
\]
Each transferred electron also costs one gap, so
\[
U(\sigma)=\frac{d\,(P_s-\sigma)^2}{2\varepsilon_0\varepsilon_r}+\frac{\sigma E_g}{e},\qquad
\frac{dU}{d\sigma}=-\frac{d\,(P_s-\sigma)}{\varepsilon_0\varepsilon_r}+\frac{E_g}{e},\qquad \sigma\ge 0 .
\]
The slope at \(\sigma=0\) is negative only if \(d>d_c\). The second derivative is positive, so the zero of the slope is the minimum:
\[
\sigma=P_s\left(1-\frac{d_c}{d}\right),\qquad |E|=\frac{E_g}{ed}\qquad(d>d_c).
\]
Screening starts continuously from zero. Thereafter the voltage stays at \(E_g/e\), and the field falls as \(1/d\). At 12 nm, for example, \(\sigma=20\,(1-6.087/12)=9.85\) µC/cm² and the field is 4.58 MV/cm. Complete screening is approached only as \(d\to\infty\).

**Confinement of the carriers**

The band edges are not themselves available states, because each carrier is squeezed against its face by the field. Let \(x\) be the distance from the face, with a hard wall at \(x=0\):
\[
-\frac{\hbar^2}{2m}\psi''+eFx\,\psi=E_1\psi .
\]
With \(x=\ell\xi\) and \(\ell^3=\hbar^2/(2meF)\), this becomes \(\psi''=(\xi-E_1/eF\ell)\psi\), where the primes now mean derivatives in \(\xi\). The decaying solution is the Airy function \(\mathrm{Ai}(\xi-E_1/eF\ell)\). It must vanish at \(\xi=0\), and the first zero of Ai is at \(-2.338\), so
\[
E_1=2.338\,eF\ell=2.338\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}.
\]
For the free-electron mass this is 0.735 eV. Electron and hole both pay it, while \(F\) does not depend on \(d\) before transfer, so the threshold becomes
\[
d=\frac{E_g+2E_1}{eF}=\frac{5.5+2(0.735)}{0.9035}\ \mathrm{nm}\approx 7.7\ \mathrm{nm}.
\]
This is 27% above \(d_c\). If both masses are 0.5 or 2 free-electron masses, the result is 8.1 or 7.4 nm. Diagonalizing both tilted bands in a slab with hard walls reproduces these three thicknesses to within 0.1%.

That agreement concerns the mathematics of the well, not the real surface. In a linear potential the virial theorem gives \(2\langle T\rangle=\langle eFx\rangle\), so the mean depth is \(\langle x\rangle=2E_1/(3eF)=0.54\) nm. This is about one unit cell of hafnia, where an effective-mass description is rough. A softer wall would lower the shift.

**Attraction, filling and temperature**

The first electron and hole attract each other across the slab. A charge inside the dielectric has a like-sign image in each face, of relative strength \(r=(\varepsilon_r-1)/(\varepsilon_r+1)\). For a charge on one face, seen from the point opposite, the nearest images double up into a factor \((1+r)^2\). Each further round trip adds \(2d\) to the distance and a factor \(r^2\). The attraction energy is
\[
W=\frac{e^2(1+r)^2}{4\pi\varepsilon_0\varepsilon_r d}\sum_{n=0}^{\infty}\frac{r^{2n}}{2n+1}
=\frac{e^2}{4\pi\varepsilon_0 d}\,\frac{2\varepsilon_r\ln\varepsilon_r}{\varepsilon_r^2-1}.
\]
The last step uses \(\sum r^{2n}/(2n+1)=\mathrm{artanh}(r)/r\), \(\mathrm{artanh}\,r=\tfrac12\ln\varepsilon_r\) and \(1+r=2\varepsilon_r/(\varepsilon_r+1)\). At \(d_c\) it gives 0.061 eV, about 1% of the gap. The repulsion of each carrier from its own like-sign images acts the other way and is not included in this figure. For carriers at the depth found above it amounts to about 0.1 eV for the pair, more than the attraction, so the net effect is a slight rise of the threshold.

Once many carriers have moved, they fill two-dimensional bands with density of states \(g=m/(\pi\hbar^2)\), spin included. Each gas has Fermi energy \(\sigma/(eg)\). With \(s=\sigma/P_s\), the balance of voltage and cost, divided by \(E_g/e\), becomes
\[
(1-s)\frac{d}{d_c}=1+\frac{2P_s}{egE_g}\,s
\quad\Longrightarrow\quad
s=\frac{d/d_c-1}{d/d_c+2P_s/(egE_g)} .
\]
The threshold does not move, since the added term vanishes with \(s\). At \(d=2d_c\), with the free-electron mass and confinement left out, the transferred fraction drops from 0.500 to 0.474. Confinement would lower it further, and by more than the filling does.

Temperature rounds the onset. At \(d=d_c\) the remaining gap between the faces is \(E_gs\), and for equal masses the Fermi level lies in its middle. Integrating the Fermi function over the constant density of states gives
\[
\frac{sP_s}{e}=g\,k_BT\ln\!\left(1+e^{-E_gs/(2k_BT)}\right).
\]
At 300 K, with the free-electron mass and confinement again left out, the solution is \(s=0.015\): thermal carriers would screen about 1.5% of \(P_s\) at \(d_c\). With confinement included, a gap of \(2E_1\approx1.5\) eV remains at \(d_c\), so thermal carriers are negligible there and the rounding occurs around the shifted threshold instead.

**Can the charge get across?**

The threshold is a statement about energy, not about rate. For direct tunnelling, take a two-band imaginary wave vector \(\kappa=\sqrt{2mu(E_g-u)/E_g}/\hbar\), where \(u=eFz\) is the depth into the gap. The probability is \(e^{-S}\) with
\[
S=2\int_0^{d_c}\kappa\,dz=\frac{2}{\hbar eF}\sqrt{\frac{2m}{E_g}}\int_0^{E_g}\!\sqrt{u(E_g-u)}\,du
=\frac{\pi\sqrt{2m}\,E_g^{3/2}}{4\hbar eF}.
\]
The last integral is the area \(\pi E_g^2/8\) of a half disc of radius \(E_g/2\). For the free-electron mass \(S=57.4\). With an assumed \(10^{15}\) attempts per second, the waiting time per state is about \(9\times10^{9}\) s. Half that mass gives \(S=40.6\) and some 400 s. But \(S\) grows as \(\sqrt m\), so a light tunnelling mass of 0.15 gives \(S=22.2\) and only about 5 µs. These times hold for the first carriers only. As charge crosses, the field falls and \(S\), which is proportional to \(1/F\), grows. Direct tunnelling thus slows as the screening builds up. By how much depends on confinement and band filling, which keep the field above \(E_g/(ed)\), and the model cannot settle the rate without reliable masses.

**If the polarization is not frozen**

The field \(F\) is strong enough to question the first assumption. Let \(P\) now be the total polarization, with a double-well energy per volume
\[
G=-\tfrac12|a|P^2+\tfrac14bP^4 .
\]
The minimum at \(P_s\) requires \(b=|a|/P_s^2\). The curvature there, \(-|a|+3bP_s^2=2|a|\), must equal \(1/[\varepsilon_0(\varepsilon_r-1)]\) to give the same permittivity. Hence \(|a|=1/(48\varepsilon_0)\).

Without transfer, the field energy \(P^2/(2\varepsilon_0)\) outweighs the term \(-|a|P^2/2\) by a factor of 48. The only minimum is \(P=0\): this slab loses its polarization instead of screening it.

With transfer, the energy per volume is \(G+(P-\sigma)^2/(2\varepsilon_0)+\sigma F_g\), where \(F_g=E_g/(ed)\). Minimizing over \(\sigma\) gives \(P-\sigma=\varepsilon_0F_g\) and
\[
\frac Ud=G(P)+PF_g-\tfrac12\varepsilon_0F_g^2 .
\]
A polar state must satisfy \(|a|P-bP^3=F_g\). The left side is largest at \(P=P_s/\sqrt3\), where it equals the ideal coercive field
\[
F_{co}=\frac{2|a|P_s}{3\sqrt3}=\frac{P_s}{3\sqrt3\,\varepsilon_0(\varepsilon_r-1)}=1.81\ \mathrm{MV/cm}.
\]
A self-screened polar state therefore exists only for \(d>E_g/(eF_{co})\approx30\) nm. This length is \(3\sqrt3(\varepsilon_r-1)/\varepsilon_r\approx5\) times \(d_c\), so it scales with gap and polarization in the same way.

For the polar state also to lie below the nonpolar one, \(U\) must be negative. Dropping the small last term, this requires \(F_g<|a|P/2-bP^3/4\) for some \(P\). The right side peaks at \(P^2=2P_s^2/3\) with the value \(F_{co}/\sqrt2\), which gives \(d\approx\sqrt2\times30.4=43\) nm.

**What this means for hafnia**

The parameters are rough values in the regime of ferroelectric hafnia. The polarization is typical of measured films; values computed for a single domain of the polar orthorhombic crystal are nearer 0.5 C/m². That value would shorten \(d_c\) to 2.4 nm and the double-well lengths to 12–17 nm, and would raise the capacitor bound \(P_sL/\varepsilon_0\) given below to 5.6 V for \(L=0.1\) nm, just above \(E_g/e\). The unscreened field is 2.3 times a rough breakdown field of 4 MV/cm, and the pinned field \(E_g/(ed)\) falls to that value only at 13.8 nm, or at a larger thickness once confinement is counted. The figure of 6 nm is therefore the scale for a frozen polarization, not a prediction for a free-standing hafnia film. If the polarization can relax as in the double well, the relevant thickness moves to some tens of nanometres. The estimate of 30–43 nm falls if part of the permittivity is electronic and stays outside the double well, and rises once confinement and band filling are counted. Domains, which both estimates exclude, offer another way to reduce the field.

A memory capacitor breaks a different assumption, because its electrodes supply screening charge. If they compensate a fixed charge \(\sigma_e\) per area, \(P_s\) in the threshold is replaced by \(P_s-\sigma_e\), and half compensation doubles \(d_c\) to about 12 nm. In a short-circuited capacitor with equal electrodes, however, \(\sigma_e\) grows with thickness. The voltage across the film then equals the drop in the electrodes, \(\sigma_eL/\varepsilon_0\), where \(L\) is their combined effective screening length. Since \(\sigma_e<P_s\), this voltage stays below \(P_sL/\varepsilon_0\), or 2.3 V for \(L=0.1\) nm. That is less than \(E_g/e\), so in this case the threshold is not reached at any thickness. The electrodes can, however, inject carriers themselves. Each interface carries half the drop, at most \(P_sL/(2\varepsilon_0)\), and once this exceeds the smaller of the barriers from the electrode Fermi level to the two band edges, carriers enter the film at that face and pin the drop there. For \(L=0.1\) nm this happens if a barrier is below 1.1 eV. With confinement left out, a thick film reaches the full voltage \(E_g/e\) only if \(eP_sL/(2\varepsilon_0)\) exceeds the larger barrier. For a Fermi level at midgap this means \(L>\varepsilon_0E_g/(eP_s)=0.24\) nm; for barriers of 2.0 and 3.5 eV it means \(L>0.31\) nm. Surface or defect levels in the gap act the other way: if they lower the transfer cost by 1 eV, \(d_c\) falls to about 5 nm. The value of \(d_c\) is thus not a minimum or maximum thickness for a device. The numerical output below lists the main values used here.

## Computed results

```
Spontaneous polarization: 20.0 uC/cm2
Relative permittivity: 25
Band gap: 5.5 eV
Temperature: 300 K
Depolarization field: 9.04 MV/cm
Potential slope: 0.9035 eV/nm
Threshold thickness d_c: 6.087 nm
Threshold thickness d_c: 115.0 bohr
Change of d_c per eV of gap: 1.107 nm/eV
Total polarization left below d_c: 0.80 uC/cm2
d if 0.2 C/m2 were total P: 0.243 nm
Full screening density: 1.248e+14 1/cm2
Transferred charge at 8 nm: 4.78 uC/cm2
Pinned field at 8 nm: 6.88 MV/cm
Transferred charge at 12 nm: 9.85 uC/cm2
Pinned field at 12 nm: 4.58 MV/cm
Transferred charge at 20 nm: 13.91 uC/cm2
Pinned field at 20 nm: 2.75 MV/cm
Confinement per carrier, mass 0.5 m_e: 0.926 eV
Threshold with confinement, mass 0.5 m_e: 8.14 nm
Confinement per carrier, mass 1.0 m_e: 0.735 eV
Threshold with confinement, mass 1.0 m_e: 7.71 nm
Confinement per carrier, mass 2.0 m_e: 0.584 eV
Threshold with confinement, mass 2.0 m_e: 7.38 nm
Pair attraction across slab at d_c: 0.061 eV
Moved fraction at 2 d_c, no filling cost: 0.500
Moved fraction at 2 d_c, with filling: 0.474
Fermi energy per carrier gas at 2 d_c: 0.142 eV
Thermal energy kT: 0.0259 eV
Thermally moved fraction at d_c: 0.0154
Assumed attempt rate: 1e+15 1/s
Tunnel exponent, mass 0.5 m_e: 40.6
Waiting time per state, mass 0.5 m_e: 4.4e+02 s
Tunnel exponent, mass 1.0 m_e: 57.4
Waiting time per state, mass 1.0 m_e: 8.8e+09 s
Rough breakdown field: 4.0 MV/cm
Depolarization / breakdown field: 2.26
d where pinned field = breakdown: 13.8 nm
Double-well coercive field: 1.81 MV/cm
Depolarization / coercive field: 4.99
Double well: polar state survives above 30.4 nm
Double well: polar state favoured above 42.8 nm
```
